# When the sign of a configuration-interaction integral is conventional

**The argument under review**

The manuscript concerns singlet P states of doubly excited helium. Two programs, X and Y, use the same orbitals and agree on the magnitudes of all radial integrals. For the coupling of $2s3p$ to $2p3s$, however, X gives

$$R^0(2s\,3p,3s\,2p)=+0.0160,\qquad R^1(2s\,3p,2p\,3s)=+0.0704$$

in hartree ($E_h$), while Y gives both with a minus sign. The manuscript argues as follows.

1. Electrons repel, so a Coulomb integral has a definite sign, and Y must be wrong.
2. The sign decides the physics. A positive coupling puts $2s3p-2p3s$ below $2s3p+2p3s$; a negative one reverses the order. These are different states with different line strengths.
3. The remedy is to reverse the $2s3p$–$2p3s$ coupling in Y. This is said to be safe, because the energies of the two-configuration problem do not change.
4. Dipole integrals contain no repulsion and may be taken from either program.

The algebra behind the ordering in point 2 is correct for fixed basis functions. The conclusions are not: X and Y describe the same states, and both remedies introduce errors.

**What fixes the sign of a radial function**

Atomic units are used. The orbitals are those of one electron in the field of a nucleus with $Z=2$. Each radial function satisfies

$$-\frac12P''+\left[\frac{l(l+1)}{2r^2}-\frac Zr\right]P=\varepsilon P,\qquad \int_0^\infty P^2\,dr=1 .$$

The equation is linear and homogeneous, and the normalization contains $P^2$. If a real $P_a$ is a solution, so is $s_aP_a$ with $s_a=\pm1$. Program X makes every function positive near the origin:

$$P_{2s}=2r(1-r)e^{-r},\qquad P_{2p}=\frac{2}{\sqrt3}r^2e^{-r},$$

$$P_{3s}=\frac{4\sqrt6}{9}r\left(1-\frac{4r}{3}+\frac{8r^2}{27}\right)e^{-2r/3},\qquad P_{3p}=\frac{32}{27\sqrt3}r^2\left(1-\frac r3\right)e^{-2r/3}.$$

Program Y uses $-P_{3s}$ and otherwise the same functions. With $r_<$ and $r_>$ the smaller and larger of $r$ and $s$, the integral is

$$R^k(ab,cd)=\int_0^\infty\!\!\int_0^\infty P_a(r)P_c(r)\frac{r_<^k}{r_>^{k+1}}P_b(s)P_d(s)\,dr\,ds .$$

Each function enters once as a factor, so the sign changes give

$$R^k(ab,cd)\longrightarrow s_as_bs_cs_d\,R^k(ab,cd).$$

In the disputed integrals $3s$ occurs once. Both must change sign between X and Y, and neither program is wrong.

Point 1 fails because the products in these integrals are not probability densities. In $R^0$ they are $P_{2s}P_{3s}$ and $P_{3p}P_{2p}$; each integrates to zero by orthogonality, so each has regions of both signs. In $R^1$ they are $P_{2s}P_{2p}$ and $P_{3p}P_{3s}$, which change sign at the radial nodes of $2s$, $3s$ and $3p$. Repulsion between two such transition densities need not be positive.

**Which signs do have meaning**

It would be equally wrong to call every $R^k$ sign conventional. The factor $s_as_bs_cs_d$ is $+1$ for all choices precisely when each orbital occurs an even number of times. This holds for $F^k(a,b)=R^k(ab,ab)$ and $G^k(a,b)=R^k(ab,ba)$. It also holds for an integral that mixes configurations, $R^1(2s\,2s,2p\,2p)$, which has the same integrand as $G^1(2s,2p)$.

The sign of $G^k$ can be proved. Since

$$(2k+1)\int_{r_>}^\infty t^{-2k-2}dt=r_>^{-2k-1},$$

multiplication by $(rs)^k=(r_<r_>)^k$ gives

$$\frac{r_<^k}{r_>^{k+1}}=(2k+1)(rs)^k\int_{r_>}^\infty t^{-2k-2}dt .$$

The condition $t>r_>$ means that both $r<t$ and $s<t$. Exchanging the order of integration therefore produces a square:

$$G^k(a,b)=(2k+1)\int_0^\infty t^{-2k-2}\left[\int_0^t r^kP_aP_b\,dr\right]^2dt\ge0 .$$

Here $G^1(2s,2p)=0.1758\,E_h$ in both programs.

The sign law does not contain $k$. Integrals of different $k$ over the same four orbitals, direct or exchange, change sign together, and their relative sign is meaningful.

**The Hamiltonian**

Let $A=2s2p$, $B=2s3p$ and $C=2p3s$. For an $s$ orbital $a$ and a $p_z$ orbital $b$, the spatial part of the singlet is

$$\Phi_{ab}=\frac{1}{\sqrt2}\,[a(1)b(2)+b(1)a(2)].$$

Between $\Phi_{ab}$ and $\Phi_{cd}$ the repulsion has four terms with prefactor $1/2$. They are equal in pairs under exchange of the electron labels, which leaves one direct and one exchange term.

Their angular factors follow from

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(u),\qquad u=\mathbf n_1\cdot\mathbf n_2,$$

where $P_k(u)$ is a Legendre polynomial and $\mathbf n_i$ is the direction of electron $i$. The angular functions are $1/\sqrt{4\pi}$ for $s$ and $\sqrt{3/4\pi}\cos\theta$ for $p_z$.

In the direct term, electron 1 has a constant angular density. Integration over $\mathbf n_1$ leaves $k=0$, and normalization gives the factor 1. In the exchange term, by rotational symmetry about $\mathbf n_2$ and orthogonality of the Legendre polynomials,

$$\int\mathbf n_1P_k(u)\,d\Omega_1=\mathbf n_2\,2\pi\int_{-1}^1uP_k(u)\,du=\frac{4\pi}{3}\delta_{k1}\mathbf n_2 .$$

The exchange factor is therefore

$$\frac{3}{(4\pi)^2}\,\frac{4\pi}{3}\int\cos^2\theta_2\,d\Omega_2=\frac13 ,$$

and

$$\langle\Phi_{ab}|r_{12}^{-1}|\Phi_{cd}\rangle=R^0(ab,cd)+\frac13R^1(ab,dc).$$

The orbitals are orthonormal eigenfunctions of the one-electron Hamiltonian, so it contributes only on the diagonal, with $-Z^2/2n^2$ per electron. In convention X the off-diagonal elements, in $E_h$, are

$$H_{AB}=0.04183-\frac{0.00198}{3}=0.0412,$$

$$H_{AC}=0.05304+\frac{0.04204}{3}=0.0671,$$

$$H_{BC}=0.0160+\frac{0.0704}{3}=0.0395 .$$

The diagonal elements are $H_{AA}=-0.6172$, $H_{BB}=-0.5365$ and $H_{CC}=-0.5424$. For example, $H_{AA}=-1+0.3242+0.1758/3$. Energies are measured from the bare nucleus with both electrons removed.

This is a small model. It omits other configurations and all continuum channels, and therefore autoionization. Its highest state, found below at $-0.4619\,E_h$, even lies above the He$^+$ $n=2$ threshold at $-Z^2/8=-0.5\,E_h$. It is suited to checking phases, not to predicting resonance positions: with all $sp$ and $pd$ configurations of the same hydrogenic orbitals for $n=2$ to 4, the three lowest energies move to $-0.687$, $-0.596$ and $-0.563\,E_h$, shifts of 0.02 to 0.10 $E_h$.

**Why X and Y agree**

A change of orbital signs multiplies configuration $i$ by the product $\eta_i=\pm1$ of its two orbital signs. Hence $H'_{ij}=\eta_i\eta_jH_{ij}$. If $\sum_jH_{ij}c_j=Ec_i$, the coefficients $c'_i=\eta_ic_i$ satisfy

$$\sum_jH'_{ij}c'_j=\eta_i\sum_j\eta_j^2H_{ij}c_j=\eta_iEc_i=Ec'_i .$$

The energies are unchanged, and so is the state, because $\sum_ic'_i\Phi'_i=\sum_i\eta_i^2c_i\Phi_i=\sum_ic_i\Phi_i$.

Between X and Y, $\eta_A=\eta_B=1$ and $\eta_C=-1$. Both programs give $-0.6589$, $-0.5753$ and $-0.4619\,E_h$, or $-17.93$, $-15.66$ and $-12.57$ eV. The coefficients are as follows, with that of $B$ chosen positive.

| State | $A$ | $B$ | $C$ in X | $C$ in Y |
|---|---:|---:|---:|---:|
| 1 | −0.878 | 0.148 | 0.455 | −0.455 |
| 2 | −0.174 | 0.787 | −0.592 | 0.592 |
| 3 | 0.446 | 0.599 | 0.665 | −0.665 |

State 2 is a "minus" mixture of $B$ and $C$ in X and a "plus" mixture in Y. The label changes because the function called $2p3s$ has changed sign. This answers point 2.

A statement free of this ambiguity uses $2c_Bc_CH_{BC}$, the contribution of this coupling to $E=\sum_{ij}c_ic_jH_{ij}$. It is

$$2(0.787)(-0.592)(0.0395)=-0.037\,E_h$$

in state 2 and $+0.031\,E_h$ in state 3, in both programs.

Not every change of convention exchanges the labels. If all functions are made positive at large $r$, then $2s$ and $3p$ change sign. The factor for $H_{BC}$ is $(-1)(-1)=+1$, whereas $R^0(2s\,2p,2s\,3p)$ changes from $+0.0418$ to $-0.0418\,E_h$.

**Why the proposed repair of Y fails**

With $B$ and $C$ alone, the energies are

$$E_\pm=\frac{H_{BB}+H_{CC}}2\pm\sqrt{\left(\frac{H_{BB}-H_{CC}}2\right)^2+H_{BC}^2}.$$

They contain $H_{BC}^2$ and equal $-0.5791$ and $-0.4999\,E_h$ for either sign. The manuscript's safety check therefore cannot detect a sign error.

With three configurations,

$$\det H=H_{AA}H_{BB}H_{CC}+2H_{AB}H_{BC}H_{AC}-H_{AA}H_{BC}^2-H_{BB}H_{AC}^2-H_{CC}H_{AB}^2 .$$

The second term depends on signs. A consistent change multiplies the loop product $H_{AB}H_{BC}H_{AC}$ by $(\eta_A\eta_B\eta_C)^2=1$. In X all three couplings are positive. In Y, $H_{AC}$ and $H_{BC}$ are negative, and the product is again positive, $1.09\times10^{-4}\,E_h^3$.

Reversing $H_{BC}$ alone in Y makes the product negative, which no choice of orbital phases can do. The resulting matrix is a different Hamiltonian, with energies

$$-0.6784,\qquad -0.5225,\qquad -0.4952\;E_h .$$

Relative to the correct model energies, the errors are $-0.53$, $+1.44$ and $-0.91$ eV. They sum to zero because the trace has not changed. If one of the three couplings vanished, the loop product would vanish too, and the energies would again be insensitive to the error.

**Line strengths and the mixing of dipole tables**

Consider transitions from the lowest singlet S state in the space of $2s^2$ and $2p^2$. The second basis function is taken as

$$\Psi_{pp}=\frac{x(1)x(2)+y(1)y(2)+z(1)z(2)}{\sqrt3},$$

where $x,y,z$ denote the three real $2p$ orbitals. Its angular part is $(\sqrt3/4\pi)u$; that of $2s^2$ is $1/4\pi$. For a function of $u$, the two angular integrations reduce to $8\pi^2\int_{-1}^1du$. The coupling factor is

$$\frac{\sqrt3}{16\pi^2}\,8\pi^2\int_{-1}^1uP_k\,du=\frac{1}{\sqrt3}\delta_{k1}.$$

For the diagonal element of $\Psi_{pp}$, the factor is $\frac32\int_{-1}^1u^2P_k\,du$. With $u^2=(1+2P_2)/3$ it equals 1 for $k=0$, $2/5$ for $k=2$, and zero otherwise. The matrix elements, in $E_h$, are

$$L_{ss}=-1+F^0(2s,2s)=-1+0.3008=-0.6992,$$

$$L_{pp}=-1+F^0(2p,2p)+\frac25F^2(2p,2p)=-1+0.3633+0.0703=-0.5664,$$

$$L_{sp}=\frac{G^1(2s,2p)}{\sqrt3}=0.1015 .$$

The lower eigenvalue is $-0.7541\,E_h$, with coefficients $w_s=0.8796$ and $w_p=-0.4756$.

Even here the sign of the matrix element depends on an angular convention. With $p_{\pm1}=\mp(x\pm iy)/\sqrt2$ and $p_0=z$, standard Clebsch–Gordan coupling gives

$$\frac{p_1(1)p_{-1}(2)+p_{-1}(1)p_1(2)-p_0(1)p_0(2)}{\sqrt3}=-\Psi_{pp},$$

because the first two products sum to $-[x(1)x(2)+y(1)y(2)]$. With that basis function $L_{sp}$ and $w_p$ are both reversed, although $G^1$ remains positive. Dipole elements must use the same coupling convention.

Let $d(a,b)=\int P_arP_b\,dr$. The angular integral gives $\langle a|z|b\rangle=d(a,b)/\sqrt3$ for $s$ and $p_z$ orbitals. From $2s^2$, one electron makes the transition and the other must remain in $2s$. The two electrons contribute equally, giving

$$\frac{2}{\sqrt2}\,\frac{d(2s,b)}{\sqrt3}=\sqrt{\frac23}\,d(2s,b)$$

for $\Phi_{ab}$ with $a=2s$, and zero for $a=3s$. From $\Psi_{pp}$, only the $zz$ term contributes, with an additional $1/\sqrt3$, and the unchanged electron requires $b=2p$. The amplitudes to the three configurations are therefore

$$t_A=\sqrt{\frac23}\left(w_s+\frac{w_p}{\sqrt3}\right)d(2s,2p),$$

$$t_B=\sqrt{\frac23}\,w_s\,d(2s,3p),\qquad t_C=\sqrt{\frac23}\,\frac{w_p}{\sqrt3}\,d(3s,2p).$$

In convention X the radial integrals are $-2.598$, $1.532$ and $0.469\,a_0$. The first is negative because the outer lobe of $2s$ dominates:

$$d(2s,2p)=\frac4{\sqrt3}\int_0^\infty(r^4-r^5)e^{-2r}dr=\frac4{\sqrt3}\left(\frac{24}{32}-\frac{120}{64}\right)=-2.598 .$$

Thus $t_A=-1.2835$, $t_B=1.1006$ and $t_C=-0.1052\,ea_0$.

The amplitude to an eigenstate is $M=\sum_it_ic_i$. A consistent phase change gives $t'_i=\eta_it_i$ and $c'_i=\eta_ic_i$, so $M$ is unchanged, apart from the free overall sign of each eigenvector. The signs of $2s$ and $2p$ cancel within the lower basis functions, where each orbital occurs twice.

By rotational symmetry, the $x$, $y$ and $z$ components of the dipole each connect the S state to the corresponding P component with amplitude $M$, and all other elements vanish. Hence $S=3M^2$.

Now follow point 4: take $H$ from X but $d(3s,2p)$ from Y. This reverses $t_C$ without reversing $c_C$. For state 1 the correct and mixed amplitudes, in $ea_0$, are

$$M_1=1.1269+0.1633-0.0479=1.2423,$$

$$M_1^{\rm mixed}=1.1269+0.1633+0.0479=1.3381 .$$

The corresponding strengths for all three states are as follows.

| State | Correct $S$ ($e^2a_0^2$) | Mixed $S$ ($e^2a_0^2$) |
|---|---:|---:|
| 1 | 4.630 | 5.371 |
| 2 | 3.978 | 3.165 |
| 3 | 0.0008 | 0.0732 |

In this small model, relative to the correct strength, state 3 is affected most: its mixed strength is about 90 times the correct one. Its correct amplitude is a near cancellation,

$$M_3=-0.5725+0.6588-0.0700=0.016\,ea_0 ,$$

and reversing the last term destroys it. None of these strengths should be read as a prediction for helium, least of all the small one. Adding $2s3s$, $3s^2$, $2p3p$ and $3p^2$ to the lower space, with the same orbitals, changes the three correct values to $3.61$, $7.42$ and $0.19\,e^2a_0^2$.

With the lower space limited to $2s^2$ and $2p^2$, neither the energies nor the total strength reveals this error. The three eigenvectors form a complete orthonormal set in the model space, so

$$\sum_jS_j=3\sum_j\left(\sum_it_ic_i^{(j)}\right)^2=3\sum_it_i^2 .$$

Reversing $t_C$ leaves the sum at $8.609\,e^2a_0^2$; strength is only redistributed among the lines. This relies on the mixed table reversing a whole $t_i$. In the larger lower space the amplitudes contain both reversed and unreversed terms. Taking all dipole integrals from Y then gives $5.06$, $0.09$ and $0.12\,e^2a_0^2$: state 2 is affected most, and the sum falls from $11.22$ to $5.27\,e^2a_0^2$.

**Requested changes**

The claim that Y contains a sign error should be withdrawn. To compare Y with X, reverse $3s$ throughout: in every $R^k$ where it occurs an odd number of times, in every dipole integral where it occurs once, and in the coefficient of every configuration that contains it once: $2p3s$ here, and also $2s3s$ in the larger lower space. Plus and minus labels need a stated phase convention.

The numerical check tests the invariance for all sixteen orbital sign choices. It also compares X and Y with a Gaussian-orbital calculation that uses full three-dimensional integrals. The largest differences are $1.9\times10^{-6}\,E_h$ in energy and $4.4\times10^{-5}\,e^2a_0^2$ in line strength.

## Values computed for the example and the checks

```
He nuclear charge Z = 2; energies in hartree (Eh)
Tail signs 2s 3s 2p 3p: -1 1 1 -1
Integrals (Eh): near-origin, 3s reversed, positive-tail
R0(2s 2p,2s 3p): 0.041829 0.041829 -0.041829
R0(2s 3p,3s 2p): 0.016037 -0.016037 0.016037
R1(2s 3p,2p 3s): 0.070432 -0.070432 0.070432
R1(2s 2s,2p 2p): 0.175781 0.175781 0.175781
Upper elements (Eh): direct R0, exchange R1, total H
2s2p | 2s2p: 0.324219 0.175781 -0.617187
2s2p | 2s3p: 0.041829 -0.001984 0.041167
2s2p | 2p3s: 0.053044 0.042044 0.067059
2s3p | 2s3p: 0.180024 0.016987 -0.536536
2s3p | 2p3s: 0.016037 0.070432 0.039514
2p3s | 2p3s: 0.173512 0.018845 -0.542429
F0(2s,2s), F0(2p,2p), F2(2p,2p) (Eh): 0.300781 0.363281 0.175781
G1(2s,2p), positive-square form (Eh): 0.175781
Lower H11, H22, H12 (Eh): -0.699219 -0.566406 0.101487
Lower 1S energies (Eh): -0.754095 -0.511530
Lowest 1S coefficients 2s^2, 2p^2: 0.879640 -0.475640
Radial dipoles 2s-2p, 2s-3p, 3s-2p (a0): -2.598076 1.532408 0.469202
Upper 1P energies (Eh): -0.658907 -0.575318 -0.461926
Upper 1P energies (eV): -17.9298 -15.6552 -12.5697
Energies with 3s reversed (Eh): -0.658907 -0.575318 -0.461926
Coefficients 2s2p 2s3p 2p3s: near-origin; 3s reversed
state 1: -0.87798 0.14840 0.45512 ; -0.87798 0.14840 -0.45512
state 2: -0.17367 0.78722 -0.59171 ; -0.17367 0.78722 0.59171
state 3: 0.44609 0.59855 0.66539 ; 0.44609 0.59855 -0.66539
z amplitudes to 2s2p, 2s3p, 2p3s (e a0): -1.283461 1.100611 -0.105204
z amplitudes to states 1, 2, 3 (e a0): 1.242299 1.151570 0.016222
Line strengths (e^2 a0^2): 4.629920 3.978339 0.000789
Strengths with 3s reversed (e^2 a0^2): 4.629920 3.978339 0.000789
Strengths, mixed dipole sign (e^2 a0^2): 5.371214 3.164614 0.073219
Strength sums, correct and mixed (e^2 a0^2): 8.609048 8.609048
Two-configuration energies (Eh): -0.579106 -0.499858
Same, coupling sign reversed (Eh): -0.579106 -0.499858
Three-state energies, one bad sign (Eh): -0.678448 -0.522519 -0.495185
Resulting energy errors (eV): -0.5317 1.4367 -0.9050
Loop product H12 H23 H13: 1.090848e-04 Eh^3
Max energy spread, 16 sign choices: 0.0e+00 Eh
Max strength spread, 16 choices: 0.0e+00 e^2 a0^2
Max Gaussian energy difference: 1.9e-06 Eh
Max Gaussian strength difference: 4.4e-05 e^2 a0^2
```
